# From Molar Absorptivity to Oscillator Strength, in Vacuum and in a Host

**Q:** I am told to integrate the molar absorptivity of a resist chromophore over wavenumber, multiply by \(4.32\times10^{-9}\), and call the result an oscillator strength. Absorptivity describes a beam crossing a sample; oscillator strength describes a quantum transition. What connects them?

**A:** The absorption cross-section \(\sigma\) of one molecule does. Let \(\varepsilon\) be the decadic molar absorptivity in L mol⁻¹ cm⁻¹, \(c_m\) the concentration in mol/L and \(l\) the path in cm. There are \(N=c_mN_A/1000\) molecules per cm³, because a litre is 1000 cm³. If they absorb independently, a layer \(dl\) removes a fraction \(N\sigma\,dl\) of the intensity, so

\[
e^{-N\sigma l}=10^{-\varepsilon c_m l}=e^{-\ln(10)\,\varepsilon c_m l}.
\]

Equating exponents and inserting \(N\) gives

\[
\sigma=\frac{1000\ln 10}{N_A}\,\varepsilon\quad(\text{in cm}^2).
\]

The \(\ln10\) enters because \(\varepsilon\) is defined with powers of ten.

**Q:** That only renames the measurement. Where does the transition enter?

**A:** Through the energy a molecule takes from a weak pulse. I use Rydberg units: \(\hbar=1\), electron mass \(m=1/2\), \(e^2=2\), energies in Ry, lengths in the Bohr radius \(a_0\). The molecule starts in its ground state 0 and is small compared with the wavelength, so the field is uniform across it. If \(F(t)\) is the force on an electron along \(z\), the perturbation is \(-zF(t)\), with \(z\) summed over electrons. To first order, the amplitude of a state \(k\) at energy \(\Delta E\) above the ground state obeys

\[
i\dot c_k=-z_{k0}F(t)e^{i\Delta E t}
\quad\Rightarrow\quad
c_k=i z_{k0}\tilde F(\Delta E),\qquad
\tilde F(E)=\int F(t)e^{iEt}dt .
\]

The excitation probability is \(|z_{k0}|^2|\tilde F|^2\). For random orientations the three Cartesian components contribute equally on average, so \(|z_{k0}|^2\) becomes \(|\mathbf r_{k0}|^2/3\). The mean absorbed energy is

\[
W=\Delta E\,\frac{|\mathbf r_{k0}|^2}{3}\,|\tilde F(\Delta E)|^2 .
\]

**Q:** This depends on the pulse. A molecular property should not.

**A:** Divide by what the pulse delivers. In Gaussian form the energy flux in vacuum is \(c\mathcal E^2/4\pi\), with \(\mathcal E\) the electric field. Since \(F^2=e^2\mathcal E^2\), this equals \(cF^2/(4\pi e^2)\). The fine-structure constant is \(\alpha=e^2/(\hbar c)\), so here \(c=2/\alpha\), and the flux is \(F^2/(4\pi\alpha)\). Parseval's theorem, with \(|\tilde F|^2\) even in \(E\) for a real force, gives

\[
\int\frac{F^2}{4\pi\alpha}dt
=\frac{1}{4\pi\alpha}\,\frac1\pi\int_0^\infty|\tilde F(E)|^2dE .
\]

The energy delivered per unit area and unit photon energy is therefore \(S(E)=|\tilde F(E)|^2/(4\pi^2\alpha)\). By the definition of the cross-section, \(W=\int\sigma S\,dE\). Across a narrow line \(S\) is constant, hence

\[
\int\sigma\,dE=\frac{W}{S(\Delta E)}
=4\pi^2\alpha\,f,\qquad
f=\frac{\Delta E\,|\mathbf r_{k0}|^2}{3}.
\]

The pulse has cancelled. A broad band is a sum of such lines, and its area gives the sum of their \(f\) values.

**Q:** You named that combination \(f\). Why is it an oscillator strength rather than a convenient abbreviation?

**A:** Its scale is that of one classical oscillating electron. Let such an electron obey \(m\ddot z=-m\omega_0^2z+F\) and start at rest at \(z=0\). Then \(b=\dot z+i\omega_0z\) obeys \(\dot b=i\omega_0b+F/m\), so after the pulse \(|b|=|\tilde F(\omega_0)|/m\). The energy taken up is \(m|b|^2/2=|\tilde F(\omega_0)|^2/(2m)=|\tilde F(\omega_0)|^2\), because \(m=1/2\). The molecule takes up \(W=f|\tilde F(\Delta E)|^2\), so \(f=1\) means the absorption of one classical electron with \(\omega_0=\Delta E\).

The quantum strengths of one electron add up to this same unit. For one electron in a local potential \(V\), \(H=p^2+V\), because \(p^2/2m=p^2\). Then \([H,x]=-2ip\) and \([x,[H,x]]=-2i[x,p]=2\). Taking the ground-state expectation value and inserting a complete set of states,

\[
2=2\langle xHx\rangle-2E_0\langle x^2\rangle
=2\sum_k(E_k-E_0)|x_{k0}|^2 .
\]

So the sum over \(k\) is 1 for each direction, and the average over three directions gives \(\sum_kf_k=1\).

**Q:** Now produce the numerical factor.

**A:** One rydberg corresponds to the wavenumber \(R_\infty\), so \(E=\tilde\nu/R_\infty\) and \(dE=d\tilde\nu/R_\infty\). A cross-section in cm² becomes one in \(a_0^2\) on division by \(a_0^2\), with \(a_0\) in cm. Therefore

\[
f=\frac{1}{4\pi^2\alpha}\int\frac{\sigma}{a_0^2}\frac{d\tilde\nu}{R_\infty}
=K\int\varepsilon\,d\tilde\nu,\qquad
K=\frac{1000\ln10}{4\pi^2N_A\,\alpha a_0^2R_\infty}.
\]

With \(R_\infty\) in cm⁻¹, the constants give \(K=4.319\times10^{-9}\) mol cm² L⁻¹. The area has the inverse unit, so \(f\) is dimensionless.

In SI quantities \(a_0=\hbar/(mc\alpha)\), \(R_\infty=\alpha^2mc/(4\pi\hbar)\) and \(\alpha=e^2/(4\pi\epsilon_0\hbar c)\), so

\[
4\pi^2\alpha a_0^2R_\infty
=\frac{\pi\alpha\hbar}{mc}
=\frac{e^2}{4\epsilon_0mc^2},
\qquad
K=10\,\frac{4\epsilon_0mc^2\ln10}{N_Ae^2}.
\]

The length \(a_0^2R_\infty\) is 100 times larger as a number in cm than in m, which turns 1000 into 10. Planck's constant has dropped out, as expected for a quantity scaled to a classical oscillator.

**Q:** My chromophore sits in a polymer film, not in vacuum. Surely I just insert the refractive index?

**A:** The index enters in two places, and the second needs a model. Let the host be transparent and nonmagnetic with index \(n\), and let \(\mathcal E\) be the macroscopic field. The magnetic field of the wave is \(n\mathcal E\), so the flux at given \(\mathcal E\) is \(n\) times its vacuum value. The molecule feels a local field \(L\mathcal E\), so its excitation probability is multiplied by \(L^2\). Absorbed energy over incident energy then gives

\[
\sigma_{\rm host}=\frac{L^2}{n}\,\sigma_0
\quad\Rightarrow\quad
f=K\,\frac{n}{L^2}\int\varepsilon\,d\tilde\nu .
\]

Here \(\sigma_0\) is computed from the transition energies and moments of the embedded molecule. The \(f\) obtained is thus that of the chromophore in its host; if the host alters the electronic states, it differs from the gas-phase value. If \(n\) varies appreciably across the band, \(n/L^2\) belongs inside the integral.

**Q:** What is \(L\)?

**A:** Consider first a chromophore that replaces one unit of a cubic host lattice and has the same background polarizability as that unit. Draw a sphere around it. The material outside, with polarization \(P\), leaves a surface charge \(-P\cos\theta\) on the sphere, which produces at the centre the field

\[
\int_0^\pi P\cos^2\theta\;2\pi\sin\theta\,d\theta=\frac{4\pi P}{3}.
\]

Equal dipoles \(p\) inside the sphere contribute \(p\sum(3z^2-r^2)/r^5\). This vanishes because cubic symmetry makes the average of \(z^2\) on each shell equal to \(r^2/3\). With \(4\pi P=(n^2-1)\mathcal E\),

\[
L_{\rm Lor}=1+\frac{n^2-1}{3}=\frac{n^2+2}{3},\qquad
\frac{n}{L_{\rm Lor}^2}=\frac{9n}{(n^2+2)^2}.
\]

**Q:** A bulky chromophore in a polymer does not look like a lattice unit.

**A:** Then another idealization is an empty spherical cavity of radius \(a\) with the transition dipole at its centre. The potentials due to the applied field are

\[
\Phi_{\rm in}=-L\mathcal E r\cos\theta,\qquad
\Phi_{\rm out}=\left(-\mathcal E r+\frac{B}{r^2}\right)\cos\theta .
\]

Continuity at \(r=a\) gives \(B=(1-L)\mathcal E a^3\). Continuity of the normal displacement gives

\[
n^2\left(\mathcal E+\frac{2B}{a^3}\right)=L\mathcal E
\;\Rightarrow\; n^2(3-2L)=L
\;\Rightarrow\; L_{\rm cav}=\frac{3n^2}{2n^2+1},
\]

and hence

\[
\frac{n}{L_{\rm cav}^2}=\frac{(2n^2+1)^2}{9n^3}.
\]

The field that the dipole induces in the cavity wall and receives back is counted as part of the embedded molecule. A real chromophore is not empty: it has a background polarizability, which we may write as \(a^3(n_c^2-1)/(n_c^2+2)\). Placing it at the centre adds its induced-dipole potential to \(\Phi_{\rm in}\), and the same two boundary conditions then give \(L=n^2(n_c^2+2)/(2n^2+n_c^2)\). This is \(L_{\rm cav}\) for \(n_c=1\) and \(L_{\rm Lor}\) for \(n_c=n\). For a polarizable chromophore, the empty-cavity formula therefore returns a strength that still contains this reaction-field enhancement.

**Q:** Do the two models at least agree somewhere?

**A:** They agree for a dilute host. Put \(n=1+\delta\) with small \(\delta\). Both models give \(L\approx1+2\delta/3\), so

\[
\frac n{L^2}\approx1+\delta-\frac{4\delta}{3}=1-\frac\delta3 .
\]

For large \(n\) they separate: the Lorentz correction falls as \(9/n^3\), while the cavity correction grows as \(4n/9\). The cavity correction therefore starts below 1 and later rises above it, so even the direction of the correction can depend on the model.

**Q:** Show me what this does to a number.

**A:** Take a model band with round parameters: a Gaussian with peak \(\varepsilon_{\max}=10000\) L mol⁻¹ cm⁻¹, centre \(\tilde\nu_0=40000\) cm⁻¹ and full width at half maximum \(w=5000\) cm⁻¹, in a host with \(n=1.70\). Since \(\varepsilon=\varepsilon_{\max}\exp[-4\ln2\,(\tilde\nu-\tilde\nu_0)^2/w^2]\), the Gaussian integral gives

\[
\int\varepsilon\,d\tilde\nu
=\frac{\varepsilon_{\max}w}{2}\sqrt{\frac{\pi}{\ln2}}
=5.322\times10^7\ \text{L mol}^{-1}\text{cm}^{-2}.
\]

Without a host correction,

\[
f=4.319\times10^{-9}\times5.322\times10^7=0.230 .
\]

The Lorentz field ratio is \((1.70^2+2)/3=1.630\), and the cavity ratio is \(3(1.70^2)/(2\times1.70^2+1)=1.279\). The results are:

- Lorentz: \(n/L^2=0.640\), so \(f=0.147\).
- Cavity: \(n/L^2=1.040\), so \(f=0.239\).

The cavity value is 1.62 times the Lorentz value, from the same spectrum. For a chromophore whose background refractivity matches the host, this ratio is the squared reaction-field enhancement, which the cavity value keeps inside \(f\) and the Lorentz value removes. Quoting \(f\) to three figures without naming the local-field model would hide a difference far larger than the last digit.

**Q:** I would rather compare a transition dipole with a calculation. Can I get its length from \(f\)?

**A:** Yes, but each part of the band must be divided by its own energy. From \(|\mathbf r|^2=3f/E\) for each line,

\[
|\mathbf r|^2_{\rm band}
=3K\frac{n}{L^2}R_\infty\int\frac{\varepsilon}{\tilde\nu}\,d\tilde\nu .
\]

Numerical quadrature gives a length of 1.377 \(a_0\) without correction, 1.102 \(a_0\) with the Lorentz field and 1.404 \(a_0\) with the cavity field. The ratio between models is smaller than for \(f\) because the length varies as its square root. The cavity length keeps the reaction-field enhancement, so it should be compared only with a calculation that includes the response of the host.

Using the centre energy, 0.3645 Ry, for the whole uncorrected band gives \(\sqrt{3f/E}=1.3755\,a_0\) against 1.3774 \(a_0\) from the quadrature, slightly too short. For a symmetric narrow band of standard deviation \(s\), expansion of \(1/\tilde\nu\) gives the mean \((1+s^2/\tilde\nu_0^2)/\tilde\nu_0\); the linear term cancels. The centre estimate misses that positive second term.

**Q:** A resist film can be heavily loaded. Then the chromophore changes the index itself. Does your constant \(n\) survive?

**A:** In one idealized case the integrated result survives although the spectrum changes. Keep the host density fixed, let its index \(n\) be independent of energy, and represent the band by an oscillator at \(E_0\) with damping \(\gamma>0\). Since \(e^2/m=4\), its polarizability is \(4f/(E_0^2-E^2-i\gamma E)\). With \(N\) now the chromophore number per \(a_0^3\), the Lorentz field leads to the Clausius–Mossotti relation for the relative permittivity \(\epsilon_r\):

\[
\frac{\epsilon_r-1}{\epsilon_r+2}
=\frac{n^2-1}{n^2+2}
+\frac{4\pi N}{3}\frac{4f}{E_0^2-E^2-i\gamma E}.
\]

Call the left side \(t\). Then \(\epsilon_r=(1+2t)/(1-t)\) and \(d\epsilon_r/dt=3/(1-t)^2\), which equals \(3L_{\rm Lor}^2\) for the bare host. At high energy the last term tends to \(-16\pi Nf/(3E^2)\), so

\[
\sqrt{\epsilon_r}-n\to-\frac{C}{E^2},\qquad
C=\frac{8\pi NfL_{\rm Lor}^2}{n}.
\]

The poles of \(\epsilon_r\) satisfy \(E^2+i\gamma E=E_0^2-16\pi NfL_{\rm Lor}/3\). While the right side is positive they lie in the lower half-plane. The zeros do too, since their corresponding right side is larger than \(E_0^2\). The square root is then analytic in the upper half-plane. Closing the integral of \(E(\sqrt{\epsilon_r}-n)\) there, the large arc contributes \(-i\pi C\), so the real-axis integral is \(i\pi C\). Its imaginary part is even in \(E\), giving \(\int_0^\infty E\,\mathrm{Im}\sqrt{\epsilon_r}\,dE=\pi C/2\).

The absorption coefficient is \(2E\,\mathrm{Im}\sqrt{\epsilon_r}/c=\alpha E\,\mathrm{Im}\sqrt{\epsilon_r}\). Its area per chromophore is therefore

\[
\frac{\alpha\pi C}{2N}=4\pi^2\alpha f\,\frac{L_{\rm Lor}^2}{n},
\]

independent of loading within this model. The area is taken over all energies; the damped oscillator has long tails, and for the width of the example a window of two widths on each side of the centre holds only about 84 % of it.

**Q:** So what changes?

**A:** The band position, for one. I gave the oscillator the centre and width of the example and \(f=0.147\), then located the maximum of its absorption coefficient on a fine energy grid. Going from 0.001 to 1 mol/L moves the peak by \(-31\) cm⁻¹, small beside the 5000 cm⁻¹ width. The value belongs to this Lorentzian shape and this loading: a Gaussian band of the same width and strength shifts about twice as far, and the shift grows almost in proportion to concentration, reaching several hundred cm⁻¹ near 10 mol/L, the ring concentration of a neat aromatic polymer. A real film may also change its host density, have a dispersive index, or let chromophores associate; the area result does not cover those changes.

**Q:** What else could spoil the value from a real film?

**A:** Orientation can. If the transition dipoles lie randomly in the film plane and the light arrives along the normal, the mean squared projection on the field is \(1/2\), not \(1/3\). The formula then overestimates \(f\) by a factor \(3/2\). Reflection, scattering and overlapping bands must be removed from the spectrum, and the light must be too weak to bleach the chromophore.

If the spectrum is recorded against wavelength \(\lambda\) in nm, \(\tilde\nu=10^7/\lambda\), and the area is

\[
\int\varepsilon\,d\tilde\nu=\int\varepsilon(\lambda)\,\frac{10^7}{\lambda^2}\,d\lambda,
\]

with both integrals taken in the increasing direction. The weight \(10^7/\lambda^2\) has to stay inside the integral because it varies across the band.
